The Debye-Waller term and the rigid-ion approximation for band energies, part 2

We want the second-order shift Δε_n of an insulator's band energy from vibrational displacements u_i, in Hartree atomic units. Atom i = (l,κ) is in cell l of N, sublattice κ; α, β are directions; ∂_{iα} = ∂/∂R_{iα} includes density response. With H = p²/2 + V, C_{iα,jβ} = ⟨u_{iα} u_{jβ}⟩, U^i_{αβ} = C_{iα,iβ} and g^{iα}_m = ⟨m|∂_{iα}V|n⟩,

Δε_n = ½ Σ_{iα,jβ} ε''_{iα,jβ} C_{iα,jβ}.   (4)

Equations (5) to (9) give

ε''_{iα,jβ} = D_{iα,jβ} + F_{iα,jβ},   (7)

D_{iα,jβ} = ⟨n|∂_{iα}∂_{jβ}V|n⟩,   (8)

F_{iα,jβ} = Σ_{m≠n} 2 Re[g^{iα*}_m g^{jβ}_m]/(ε_n − ε_m).   (9)

F gives the Fan term, D the Debye-Waller term DW. Translation by t, T = exp(−i p·t), gives

H({R + t}) = exp(−i p·t) H({R}) exp(+i p·t).   (11)

Σ_j ∂_{jβ}V = −i [p_β, H] = −i [p_β, V].   (12)

Σ_j ∂_{iα}∂_{jβ}V = −i [p_β, ∂_{iα}V].   (13)

Σ_j D_{iα,jβ} = − Σ_j F_{iα,jβ}.   (14)

With T^β_{mn} = ⟨m|Σ_j ∂_{jβ}V|n⟩,

T^β_{mn} = −i (ε_n − ε_m) p^β_{mn}   (15)

DW = DW^RIA + ND,   (19)

DW^RIA = − ½ Σ_{ij,αβ} ½(U^i + U^j)_{αβ} F_{iα,jβ},   (20)

ND = ½ Σ_{i≠j,αβ} D_{iα,jβ} [C_{iα,jβ} − ½(U^i + U^j)_{αβ}].   (21)

DW^RIA = ½ Σ_{i,αβ} U^i_{αβ} Σ_j D_{iα,jβ},   (23)

The rigid-ion approximation drops ND, whose off-site D come from

∂_{iα}∂_{jβ}V(r) = ∫ K(r,r') ∂_{iα}∂_{jβ}n(r') dr' + ∫∫ K'(r,r',r'') ∂_{iα}n(r') ∂_{jβ}n(r'') dr' dr'',   (22)

with K = δV_Hxc/δn, K' = δK/δn. For phonons qν (frequency ω, eigenvector e, occupation n_{qν}, masses M_κ), W^{κα} = Σ_l ∂V/∂R_{lκα} and g^{κα}_m = ⟨mk|W^{κα}|nk⟩,

DW^RIA = − Σ_{κκ',αβ} ½(U^κ + U^{κ'})_{αβ} Σ_{m≠n} Re[g^{κα*}_m g^{κ'β}_m]/(ε_{nk} − ε_{mk}).   (26)

U^κ_{αβ} = (1/N) Σ_{qν} (2n_{qν} + 1) Re[e_{κα} e*_{κβ}] / (2 M_κ ω_{qν}).   (29)

DW^RIA = − (1/N) Σ_{qν} (2n_{qν} + 1) Σ_{m≠n} γ_{m,qν}/(ε_{nk} − ε_{mk}),   (30)

(31) in one dimension: γ = (1/2ω) Σ_κ (|e_κ|²/M_κ) Re[g^{κ*} Σ_{κ'} g^{κ'}].

Fan = (1/N) Σ_{qν} (2n_{qν} + 1) Σ_m |G_{m,qν}|²/(ε_{nk} − ε_{m,k+q}),   (32)

with mode coupling G.

ND = − ¼ Σ_{i≠j,αβ} D^S_{αβ} ⟨(u_i − u_j)_α (u_i − u_j)_β⟩ + ½ Σ_{i≠j,αβ} D^A_{αβ} C^A_{αβ},   (34)

S, A marking parts symmetric, antisymmetric in α, β. For the chain's valence top, rigid shift t gives Fan −0.1325 t² Ha.

Adding to C the covariance of a rigid translation, C_{iα,jβ} → C_{iα,jβ} + c_{αβ} with the same symmetric c for all pairs, leaves the bracket in (21) unchanged, so ND is unchanged. The Fan term changes by ½ Σ F c and DW^RIA, from (20), by −½ Σ F c. The sum Fan + DW^RIA is therefore invariant by itself, whether or not the ions are rigid. This is why moving the off-site derivatives on-site is preferable in principle to deleting them: the approximate theory keeps the exact invariance. It also shows that the zero-frequency modes may be omitted from the total, while the separate values of Fan and DW^RIA depend on how much nearly rigid motion C contains. In one dimension that amount grows without limit: with ω proportional to q, the sum (29) behaves as (1/N)Σ 1/q, growing as ln N, at zero temperature, and as (1/N)Σ 1/q², growing as N, at finite temperature, where 2n + 1 → 2k_BT/ω. For a long-wavelength acoustic mode the bracket in (21) vanishes at q = 0 relative to the prefactor (2n+1)/ω, and it is even in q because q and −q contribute equally. If the branch is non-degenerate and analytic along a fixed direction, the bracket starts at order q² relative to that prefactor. The prefactor itself grows as 1/q at zero temperature and as 1/q² at finite temperature, so the mode's contribution to ND starts at order q and at order q⁰ respectively, provided the off-site D decay fast enough for Σ_j D_{ij}|R_i − R_j|² to converge. With unscreened long-range forces, as in polar insulators, that proviso has to be examined separately and the estimate is not claimed there.

Degeneracy at the same k modifies (26). Let S be a multiplet of states with a common energy. For m and n both in S, (15) gives T_{mn} = 0 and says nothing about p_{mn}, so these terms cannot be written with denominators and are left out of the band sum. The commutator (13) still contains them. For a state n in S, with the partners omitted from F,

Σ_j D_{iα,jβ} + Σ_j F_{iα,jβ} = −i Σ_{m∈S} (p^β_{nm} g_{mn} − g_{nm} p^β_{mn}).   (35)

Summed over n in S the right side vanishes, because exchanging the names m and n turns the first product into the second. The formula with the partners omitted is thus exact for the trace over the multiplet and can fail for a single member. An explicit case is a pair |a⟩, |b⟩ in which p is diagonal with p_b = −p_a. For n = (a + b)/√2 and m = (a − b)/√2 one has p_{nm} = p_{mn} = ½(p_a − p_b) = p_a. Further g_{mn} = ½(g_{aa} + g_{ab} − g_{ba} − g_{bb}) and g_{nm} = ½(g_{aa} − g_{ab} + g_{ba} − g_{bb}), so g_{mn} − g_{nm} = g_{ab} − g_{ba} = 2i Im g_{ab}. The defect (35) is −i p_a · 2i Im g_{ab} = 2 p_a Im g_{ab}, with the opposite sign for the other combination.

The derivation rests on (11), and fails where (11) fails. An external field or substrate that does not move with the atoms breaks it. A numerical basis can break it too. In a plane-wave basis T is a diagonal matrix of phases, so (11) holds exactly for any cutoff as long as all matrix elements are evaluated exactly; a potential evaluated on a fixed real-space grid obeys it only up to the aliasing error of the grid; and with orbitals attached to the atoms the eigenvalues can stay translation invariant, but the basis depends on {R}, so that (5) to (9) acquire extra terms. In a metal (11) remains true at fixed electron number, but the smoothness of V and the adiabatic expansion (4) must be re-established before the rest applies.

The example is a diatomic chain with round model parameters, small enough that every second derivative can be computed and the discarded term evaluated. The lattice constant is a = 6 bohr, atom A sits at the cell origin and atom B at a/2, and the supercell has N = 4 cells and 8 atoms. The bare potentials are Gaussian wells −A_κ exp(−x²/2σ²) of depth 1.2 Ha (A) and 0.8 Ha (B) and width σ = 1 bohr. The electrons repel through a Hartree term with interaction w₀ exp(−x²/2s²), w₀ = 1 Ha, s = 1 bohr, so that in (22) K is this interaction and K' = 0. Four electrons per cell fill two bands. The valence-band top v and conduction-band bottom c both lie at k = 0, at 1.32821 and 1.44787 Ha on a scale that includes the constant average potential, and the gap is E_g = 0.11966 Ha = 3.256 eV. The ratio of these two forms of the gap is the conversion used below, 27.21 eV per Ha. The basis has 49 plane waves in the supercell, of which 13 belong to k = 0 of the primitive cell. The phonons come from nearest-neighbour springs K = 0.05 Ha/bohr² with masses 30 u and 15 u (54687 and 27343 electron masses). They are not derived from the electronic model, which is legitimate because (19) to (21) hold for any covariance C. The seven non-zero modes lie between 22.74 and 63.73 meV. The numerical check, with its output, computes the definitions by finite differences of fully self-consistent solutions and the formulas by analytic linear response, and it asserts the operator identities (12) and (13), the decomposition (7), the sum rule (14) in both its band-sum and commutator forms, and the lattice periodicity of W^κ.

The q = 0 elements between the band edges are |g^A| = 0.05331 and |g^B| = 0.07036 Ha/bohr. Their product is 0.05331 × 0.07036 = 0.003751, equal to the printed Re[g^{A*}g^B] = 0.003751 Ha²/bohr², so the two have the same phase and |T_{cv}| = 0.05331 + 0.07036 = 0.12367 Ha/bohr. By (15), |p_{cv}| = 0.12367/0.11966 = 1.034 bohr⁻¹. For nearly free electrons the two edge states are the standing waves cos k₀x and sin k₀x with k₀ = 2π/a = 1.047 bohr⁻¹, between which p has magnitude k₀; the model is within about 1% of that value. The shallower well B has the larger coupling, which a single Fourier component of the bare wells would not give. The cause is the plane wave at zero wave vector, mixed into v by the difference of the two wells. The ±k₀ components alone contribute 0.087 to g^A and 0.052 to g^B, and the terms with the zero-wave-vector component add −0.036 and +0.020 Ha/bohr (this split is not part of the printed output). The relation |g^κ| = G|V^κ| used below therefore describes the nearly-free-electron limit, not the separate sublattice couplings of this model.

For the q = 0 optical mode, ω = 0.002342 Ha, |e_A|² = 0.3333 and |e_B|² = 0.6667. The one-dimensional form of (31) needs Re[g^{A*}T] = 0.05331² + 0.003751 = 0.006593 and Re[g^{B*}T] = 0.07036² + 0.003751 = 0.008701, and the weights 0.3333/54687 = 6.095×10⁻⁶ and 0.6667/27343 = 2.438×10⁻⁵. Then

γ = (6.095×10⁻⁶ × 0.006593 + 2.438×10⁻⁵ × 0.008701)/(2 × 0.002342) = 2.523×10⁻⁷/0.004684 = 5.387×10⁻⁵ Ha²,

in agreement with the printed value. At zero temperature the sum over all modes gives U_A = 0.006551 and U_B = 0.009739 bohr². The contribution of m = c to (26) for n = v has the denominator ε_v − ε_c = −E_g, which turns the overall minus sign into a plus:

(0.006551 × 0.006593 + 0.009739 × 0.008701)/0.11966 = 1.2793×10⁻⁴/0.11966 = 1.0691×10⁻³ Ha = 29.09 meV.

For n = c and m = v the numerator is the same, since exchanging the states conjugates both matrix elements, and the denominator changes sign, giving −29.09 meV. This pair supplies 97% of DW^RIA for each edge in this model. Its meaning is clear in the nearly-free-electron limit with rigid ions. There E_g = 2Σ_κ|V^κ| with V^κ the contribution of sublattice κ to the Fourier component at G = 2k₀, |g^κ| = G|V^κ|, and |T|/E_g = k₀ = G/2. The change of the gap, −2 Σ_κ U_κ|g^κ||T|/E_g, becomes −Σ_κ (G²U_κ/2)(2|V^κ|), which is the first-order expansion of the replacement V^κ → V^κ exp(−G²U_κ/2). The vibrations smear each well and weaken the Fourier component that opens the gap.

The sum rule can be followed by hand. For the valence state, the row of D belonging to atom A in cell 0 has the on-site value 0.03207 Ha/bohr² and the off-site values −0.00051 for B at distance a/2, −0.00004 for A at distance a, −0.00048 for B at distance 3a/2 and −0.00008 for A at distance 2a. Each atom is an inversion centre and |ψ_v|² is even about it, so the first three values occur twice, on the left and on the right, and the last once, because distances +2a and −2a coincide in the supercell. The total is 0.03207 − 2(0.00051 + 0.00004 + 0.00048) − 0.00008 = 0.02993, which matches the printed 0.02991 within the rounding of the entries. For atom B, 0.04244 − 2(0.00051 + 0.00140 + 0.00048) − 0.00131 = 0.03635 against the printed 0.03634. The q = 0 band sum in the primitive cell, divided by N because D refers to a single atom, gives the same two numbers, 0.02991 and 0.03634, without any second derivative. Equation (23) with N = 4 atoms on each sublattice then yields

DW^RIA(v) = ½ × 4 × (0.006551 × 0.02991 + 0.009739 × 0.03634) = 1.0997×10⁻³ Ha = 29.9 meV,

DW^RIA(c) = ½ × 4 × (−0.006551 × 0.04231 − 0.009739 × 0.02791) = −1.0980×10⁻³ Ha = −29.9 meV,

the printed values being 29.93 and −29.88 meV. For a rigid translation all entries of C equal t², and the Debye-Waller coefficient of the valence state is ½ × 4 × (0.02991 + 0.03634) = 0.1325 Ha/bohr², which cancels the Fan coefficient −0.1325 quoted at the start.

The zero-temperature results, in meV, are:

term | v | c | gap
Fan | 0.48 | 19.19 | 18.71
DW^RIA | 29.93 | −29.88 | −59.81
ND | 4.49 | −4.20 | −8.68
DW exact | 34.41 | −34.07 | −68.49
DW, true on-site D only | 33.93 | −33.64 | −67.57
Fan + DW^RIA | 30.40 | −10.69 | −41.10
frozen-phonon total | 34.89 | −14.89 | −49.78

The hundredths are kept so that the sums can be checked; each entry is rounded separately, so sums and differences may be off by 0.01 meV. The frozen-phonon total is obtained from the curvature of the self-consistent eigenvalue along each real normal mode of the supercell, with no use of D or F, and the program asserts that it equals Fan + DW^RIA + ND: for the gap, 18.71 − 59.81 − 8.68 = −49.78 meV. It also asserts DW = DW^RIA + ND with DW^RIA taken from the mode sum (30). The rigid-ion approximation gives −41.1 meV for the zero-point renormalisation of the gap instead of −49.8 meV. The missing −8.7 meV is 13% of the exact Debye-Waller term and 17% of the total shift; the second figure is larger because Fan and DW have opposite signs for the gap. At 300 K, with U_A = 0.013427 and U_B = 0.015678 bohr², the approximation gives −78.6 meV against −93.6 meV, and the missing −15.0 meV is 16% of the total. Of the −8.68 meV at zero temperature, −4.56 meV comes from pairs on the same sublattice in different cells, so a description of the discarded set as the derivatives with κ ≠ κ' would miss about half of it in this model.

Two features of the output are not what the word "rigid" might suggest. The first is that the off-site derivatives, although individually small (the largest printed for the valence state, 0.00140, is 3% of the on-site 0.04244), hardly decay across this short ring: the B-B values are −0.00140 at distance a and −0.00131 at distance 2a, and the A-B values are −0.00051 at a/2 and −0.00048 at 3a/2. With a largest separation of only 12 bohr the ring cannot show their range, and the lack of decay should not be read as a property of a long chain. The numbers above are the exact second-order results for the four-cell ring, and the percentages should not be carried over to other systems or to longer rings. The following values for longer rings are not part of the printed output. The gap rises to 0.1251 Ha. The product N·D for the B-B pair at distance a falls from −0.0056 to −0.0021 Ha/bohr², and in a long chain it decays with distance. ND for the gap at zero temperature settles near −6.2 meV from 16 cells on, where it is 5% of the total instead of 17%, while at 300 K it grows from −15.0 meV to −25.3 meV at 128 cells. Nor does the total approach a limit in longer rings. A long acoustic wave strains the chain and shifts the band edge, so in (32) the coupling of the edge state to its own band gives |G|² of order q²/ω, that is of order q, while the static denominator is of order q². The terms grow as 1/q at zero temperature and as 1/q² at finite temperature, and in one dimension their sum grows as ln N and as N. The growth sets in while the adiabatic condition still holds. At zero temperature the gap shift is −120 meV for 16 cells and −293 meV for 128 cells, where the acoustic phonon energy at the smallest q is only about 5% of the electronic energy difference. At 300 K it reaches −9.0 eV for 128 cells, more than the gap, so the truncation at second order has already failed. With band-edge masses near 0.06, the phonon energy, of order q, overtakes the electronic difference, of order q², only at q ≈ 4×10⁻⁴ bohr⁻¹, that is in rings of about 2500 to 2900 cells, beyond which the adiabatic expansion (4) no longer applies either.

The second feature is that the expression with the true on-site derivatives and no off-site terms, −67.57 meV for the gap, lies closer to the exact −68.49 meV than DW^RIA does. The two parts of the bracket in (21) account for this. For the valence state the part moved on-site is ½ × 4 × [0.006551 × (0.02991 − 0.03207) + 0.009739 × (0.03634 − 0.04244)] = −1.471×10⁻⁴ Ha = −4.00 meV, which is the difference 29.93 − 33.93, a relation the program asserts. The true off-site part ½ Σ_{i≠j} D_{ij}C_{ij} is 34.41 − 33.93 = 0.48 meV, and ND = 0.48 + 4.00 = 4.48 meV, the printed 4.49 within rounding. The true off-site part is small in this four-cell ring because the retained modes are orthogonal to the translation mode, whose eigenvector is proportional to √M_j. Each retained mode thus obeys Σ_j M_j u_j = 0, which gives Σ_{j≠i} M_j C_{ij} = −M_i U_i. The seven off-site correlations of an atom add up, with mass weights, to only one on-site value with reversed sign. Against off-site D of one sign that do not decay, they yield a term of the order of one product D U per atom, whereas the moved part contains seven such products. This advantage is not guaranteed in other systems or in longer rings: the error of the on-site-only expression, ½ Σ_{i≠j} D_{ij}C_{ij}, changes when nearly rigid motion is added to C, whereas ND does not, and the amount of such motion grows with the length of the chain as shown above. For the gap at zero temperature the on-site-only value lies 0.9 meV above the exact one for 4 cells and 4.6 meV below it for 128 cells, still closer than DW^RIA. At 300 K its error of 31.6 meV for 32 cells already exceeds the 22.5 meV of ND. These longer rings are not part of the printed output. For a rigid translation the on-site-only expression gives ½ × 4 × (0.03207 + 0.04244) = 0.1490 Ha/bohr² against the Fan coefficient −0.1325, leaving a spurious 0.0165 Ha/bohr², while Fan + DW^RIA gives zero. The on-site-only expression also requires the second derivatives that the sum rule was meant to avoid.

Setting w₀ = 0 removes the self-consistent part and makes the ions rigid. The largest off-site D of the valence state falls to about 10⁻¹³ Ha/bohr², which is rounding noise of the finite differences, and the q = 0 formula reproduces the directly computed term, 40.502 meV for v and −41.320 meV for c at zero temperature. This tests the statement drawn from (22) that in this model the discarded derivatives come from the electron-electron term alone. For the degenerate pair of second-band states at ±k in the interacting chain, combined into standing waves with the phase that makes g_{ab} imaginary for atom A in cell 0, the defect (35) is −0.03084 and +0.03084 Ha/bohr² for the two states. It is as large as Σ_j D itself at the band edges, it is asserted to equal 2p_a Im g_{ab}, and it cancels in the trace. This pair is degenerate across different k, so its defect disappears once the sum over l is taken; it serves to test (35), which applies in the same form to multiplets at one k.

The tensor structure is tested on a two-dimensional oblique cell with lattice vectors (5, 0) and (1, 4.5) bohr, atom A at the origin and B at (2.2, 1.4) bohr, wells of 2.0 and 1.5 Ha with width 0.8 bohr, a Gaussian Hartree interaction with w₀ = 1 Ha and s = 1 bohr, one doubly occupied state sampled at k = 0, and an arbitrary positive covariance that does not come from any phonon model. The off-site block for the lowest state is D_{Ax,Bx} = −0.00485, D_{Ax,By} = −0.00688, D_{Ay,Bx} = −0.00708 and D_{Ay,By} = −0.00004 Ha/bohr², so it is not symmetric. In the last sum of (34) the ordered pairs (A,B) and (B,A) contribute equally, since both D^A and C^A change sign, and so do the index pairs xy and yx. The sum is ½ × 2 × 2 × D^A_{xy} C^A_{xy} = ½ (D_{Ax,By} − D_{Ay,Bx})(C_{Ax,By} − C_{Ay,Bx}) = ½ × 0.00020 × 0.0164 = 1.6×10⁻⁶ Ha, the printed 0.045 meV. With the symmetric part, 2.734 meV, it makes up ND = 2.779 meV, which is the difference between the exact 123.773 meV and DW^RIA = 120.993 meV within rounding. The relative-displacement form alone would account for all but 0.045 meV of the discarded term in this cell, and the program asserts that the remainder is the antisymmetric term of (34).

Computed results

```
a = 6.0 bohr, N = 4, plane waves: supercell 49, primitive 13
wells A,B = (1.2, 0.8) Ha, width 1.0 bohr; Hartree w0 = 1.0 Ha, width 1.0 bohr
K = 0.05 Ha/bohr^2, masses A,B = (30.0, 15.0) u = 54687, 27343 m_e
phonons (meV): 22.74 22.74 36.80 52.04 59.54 59.54 63.73
e_v = 1.32821 Ha, e_c = 1.44787 Ha
gap = 0.11966 Ha = 3.2560 eV
|g^A_cv| = 0.05331, |g^B_cv| = 0.07036 Ha/bohr
Re g^A_cv* g^B_cv = 0.003751 Ha^2/bohr^2
q=0 optical: omega = 0.002342 Ha, |e_A|^2 = 0.3333, |e_B|^2 = 0.6667
gamma(v,m=c, q=0 optical) = 5.3866e-05 Ha^2
v: D(A0;A0 B0 A1 B1 A2) = 0.03207 -0.00051 -0.00004 -0.00048 -0.00008 Ha/bohr^2
v: D(B0;B0 A1 B1 A2 B2) = 0.04244 -0.00051 -0.00140 -0.00048 -0.00131 Ha/bohr^2
v: sum_j D, direct A,B = 0.02991 0.03634 Ha/bohr^2
v: sum_j D, q=0 form A,B = 0.02991 0.03634 Ha/bohr^2
v: rigid translation Fan, DW = -0.13250 0.13250 Ha/bohr^2
c: D(A0;A0 B0 A1 B1 A2) = -0.04576 0.00063 0.00036 0.00054 0.00037 Ha/bohr^2
c: D(B0;B0 A1 B1 A2 B2) = -0.03268 0.00063 0.00081 0.00054 0.00080 Ha/bohr^2
c: sum_j D, direct A,B = -0.04231 -0.02791 Ha/bohr^2
c: sum_j D, q=0 form A,B = -0.04231 -0.02791 Ha/bohr^2
c: rigid translation Fan, DW = 0.14045 -0.14045 Ha/bohr^2
T = 0 K: U_A = 0.006551, U_B = 0.009739 bohr^2; columns v, c, gap
  Fan: 0.48 19.19 18.71 meV
  DW_RIA: 29.93 -29.88 -59.81 meV
  DW_RIA v-c pair only: 29.09 -29.09 -58.19 meV
  ND: 4.49 -4.20 -8.68 meV
  ND same sublattice: 2.59 -1.98 -4.56 meV
  DW exact: 34.41 -34.07 -68.49 meV
  DW true on-site only: 33.93 -33.64 -67.57 meV
  frozen-phonon total: 34.89 -14.89 -49.78 meV
  Fan+DW_RIA: 30.40 -10.69 -41.10 meV
T = 300 K: U_A = 0.013427, U_B = 0.015678 bohr^2; columns v, c, gap
  Fan: 4.22 33.19 28.97 meV
  DW_RIA: 52.86 -54.73 -107.60 meV
  DW_RIA v-c pair only: 51.15 -51.15 -102.31 meV
  ND: 7.66 -7.34 -15.00 meV
  ND same sublattice: 4.36 -3.52 -7.88 meV
  DW exact: 60.52 -62.07 -122.59 meV
  DW true on-site only: 59.65 -61.32 -120.97 meV
  frozen-phonon total: 64.74 -28.88 -93.63 meV
  Fan+DW_RIA: 57.09 -21.54 -78.63 meV
degenerate pair, sum-rule defect per state: -0.03084 0.03084 Ha/bohr^2
w0=0: max off-site |D_v| = 8.4e-14 Ha/bohr^2
w0=0, 0 K: DW exact v,c = 40.502 -41.320 meV
w0=0, 0 K: DW_RIA  v,c = 40.502 -41.320 meV
2D: cell (5,0),(1,4.5), B at (2.2,1.4) bohr, wells 2.0,1.5 Ha, width 0.8 bohr
2D: D(A a;B b) xx xy yx yy = -0.00485 -0.00688 -0.00708 -0.00004 Ha/bohr^2
2D: C(Ax,By)-C(Ay,Bx) = 0.0164 bohr^2
2D: DW exact 123.773, DW_RIA 120.993, ND 2.779 meV
2D: ND symmetric 2.734, antisymmetric 0.045 meV
```
